# Porosity needed for a target permittivity in the Maxwell Garnett model: test program

```python
"""Porosity needed to lower a dielectric from k = 2.8 to k = 2.0.

Result under test (Maxwell Garnett, spherical air pores):
    f = (km - k)(2 km + 1) / ((km - 1)(2 km + k)), about 0.386
km: matrix permittivity, k: effective permittivity, f: pore volume fraction.
All permittivities are relative; air is given permittivity 1.
Independent road: Laplace's equation on a grid for a simple cubic array of
spherical pores, with k taken from the flux and no mixing formula used.
"""
import numpy as np
from scipy.optimize import brentq

K_MATRIX = 2.8
K_PORE = 1.0
K_TARGET = 2.0


def field_factor():
    """Pore field divided by the matrix field far from a single pore."""
    return 3 * K_MATRIX / (2 * K_MATRIX + K_PORE)


def maxwell_garnett(f):
    """Effective permittivity from volume-averaged D and E."""
    s = field_factor()
    mean_d = (1 - f) * K_MATRIX + f * K_PORE * s
    mean_e = (1 - f) + f * s
    return mean_d / mean_e


def pore_field_over_mean(f):
    s = field_factor()
    return s / ((1 - f) + f * s)


def bruggeman(f):
    def balance(k):
        pore = f * (K_PORE - k) / (K_PORE + 2 * k)
        solid = (1 - f) * (K_MATRIX - k) / (K_MATRIX + 2 * k)
        return pore + solid
    return brentq(balance, K_PORE, K_MATRIX)


def parallel_layers(f):
    return (1 - f) * K_MATRIX + f * K_PORE


def series_layers(f):
    return 1 / ((1 - f) / K_MATRIX + f / K_PORE)


def link_permittivity(midpoints, axis, h, radius):
    """Harmonic mean along each grid link, arithmetic mean across it."""
    n_across, n_along = 4, 8
    across = ((np.arange(n_across) + 0.5) / n_across - 0.5) * h
    along = ((np.arange(n_along) + 0.5) / n_along - 0.5) * h
    total = 0.0
    for a in across:
        for b in across:
            inverse = 0.0
            for t in along:
                shift = [a, b]
                shift.insert(axis, t)
                x, y, z = [m + d for m, d in zip(midpoints, shift)]
                r2 = (x[:, None, None]**2 + y[None, :, None]**2
                      + z[None, None, :]**2)
                inverse = inverse + np.where(
                    r2 < radius**2, 1 / K_PORE, 1 / K_MATRIX) / n_along
            total = total + 1 / inverse / n_across**2
    return total


def solve_cubic_array(f, n):
    """Return k and (pore-centre field)/(mean field) for a cubic array.

    The domain is one octant of the unit cell, with unit side and the
    pore centred at the origin. Potential is 0 at x=0 and 1 at x=1;
    no flux crosses the other faces, by symmetry.
    """
    h = 1.0 / n
    radius = (6 * f / np.pi)**(1 / 3)
    assert radius < 1, "pores must not overlap"
    centres = (np.arange(n) + 0.5) * h
    inner = np.arange(1, n) * h
    gx = link_permittivity([centres, centres, centres], 0, h, radius)
    gy = link_permittivity([inner, inner, centres], 1, h, radius)
    gz = link_permittivity([inner, centres, inner], 2, h, radius)

    def net_outflow(phi):
        fx = gx * np.diff(phi, axis=0)
        fy = gy * np.diff(phi[1:-1], axis=1)
        fz = gz * np.diff(phi[1:-1], axis=2)
        out = -np.diff(fx, axis=0)
        out[:, :-1] -= fy
        out[:, 1:] += fy
        out[:, :, :-1] -= fz
        out[:, :, 1:] += fz
        return out

    # Conjugate gradients, starting from a uniform field.
    phi = np.zeros((n + 1, n, n))
    phi += np.linspace(0, 1, n + 1)[:, None, None]
    residual = -net_outflow(phi)
    direction = np.zeros_like(phi)
    direction[1:-1] = residual
    rr = np.sum(residual**2)
    stop = 1e-16 * rr
    for _ in range(3000):
        image = net_outflow(direction)
        step = rr / np.sum(direction[1:-1] * image)
        phi += step * direction
        residual -= step * image
        rr_new = np.sum(residual**2)
        if rr_new < stop:
            break
        direction[1:-1] = residual + (rr_new / rr) * direction[1:-1]
        rr = rr_new
    else:
        raise RuntimeError("potential did not converge")
    k_effective = n * np.mean(gx * np.diff(phi, axis=0))
    centre_field = phi[1, 0, 0] / h
    return k_effective, centre_field


# Required porosity: closed formula against a root of the averaged fields.
f_formula = ((K_MATRIX - K_TARGET) * (2 * K_MATRIX + 1)
             / ((K_MATRIX - 1) * (2 * K_MATRIX + K_TARGET)))
f_root = brentq(lambda f: maxwell_garnett(f) - K_TARGET, 0, 1)
assert abs(f_formula - f_root) < 1e-10
assert abs(f_formula - 0.386) < 0.0005

target_ratio = (K_TARGET - K_MATRIX) / (K_TARGET + 2 * K_MATRIX)
pore_ratio = (K_PORE - K_MATRIX) / (K_PORE + 2 * K_MATRIX)
assert abs(target_ratio / pore_ratio - f_root) < 1e-10

# Other mixing rules, solved for the same target.
f_bruggeman = brentq(lambda f: bruggeman(f) - K_TARGET, 0.01, 0.99)
f_parallel = brentq(lambda f: parallel_layers(f) - K_TARGET, 0, 1)
f_series = brentq(lambda f: series_layers(f) - K_TARGET, 0, 1)
assert f_series < f_bruggeman < f_root < f_parallel

# Grid solution. Tolerances cover the stepped sphere surface and, at the
# highest porosity, the interaction of neighbours beyond the dipole level.
grid_rows = []
for f, n, tol_k, tol_field in [(0.10, 32, 0.006, 0.015),
                               (0.20, 32, 0.010, 0.015),
                               (f_root, 24, 0.020, 0.020),
                               (f_root, 48, 0.015, 0.020)]:
    k_grid, field_grid = solve_cubic_array(f, n)
    assert abs(k_grid - maxwell_garnett(f)) < tol_k
    assert abs(field_grid - pore_field_over_mean(f)) < tol_field
    grid_rows.append((f, n, k_grid, field_grid))
k_coarse, k_fine = grid_rows[2][2], grid_rows[3][2]
assert abs(k_fine - k_coarse) < 0.01
k_brug_at_answer = bruggeman(f_root)
assert abs(k_fine - K_TARGET) < abs(k_fine - k_brug_at_answer)

s = field_factor()
mean_e = (1 - f_root) + f_root * s
mean_d = (1 - f_root) * K_MATRIX + f_root * K_PORE * s
print("All permittivities are relative (dimensionless)")
print(f"matrix permittivity: {K_MATRIX:.1f}")
print(f"pore permittivity: {K_PORE:.1f}")
print(f"target permittivity: {K_TARGET:.1f}")
print(f"target ratio (k-km)/(k+2km): {target_ratio:.6f}")
print(f"pore ratio (1-km)/(1+2km): {pore_ratio:.6f}")
print(f"required pore fraction: {f_formula:.6f}")
print(f"required porosity: {100 * f_formula:.1f} percent")
print(f"single-pore field factor s: {s:.4f}")
print(f"mean E / matrix E at answer: {mean_e:.4f}")
print(f"mean D / (eps0 matrix E) at answer: {mean_d:.4f}")
print(f"k by back-substitution: {mean_d / mean_e:.4f}")
print("Porosity for the same target by other rules:")
print(f"  layers parallel to field: {100 * f_parallel:.1f} percent")
print(f"  Bruggeman: {100 * f_bruggeman:.1f} percent")
print(f"  layers in series: {100 * f_series:.1f} percent")
print(f"Bruggeman k at the MG porosity: {k_brug_at_answer:.3f}")
print("Cubic array on grid (MG = Maxwell Garnett):")
for f, n, k_grid, field_grid in grid_rows:
    print(f"  porosity {100 * f:.1f} percent, {n} cells per octant side:")
    print(f"    k grid {k_grid:.3f}, k MG {maxwell_garnett(f):.3f}")
    print(f"    pore field/mean field: grid {field_grid:.3f}, "
          f"MG {pore_field_over_mean(f):.3f}")
print("MG k for porosity one percentage point off:")
print(f"  one point lower: {maxwell_garnett(f_root - 0.01):.3f}")
print(f"  one point higher: {maxwell_garnett(f_root + 0.01):.3f}")
print("done: every assertion held")
```

Output:

```
All permittivities are relative (dimensionless)
matrix permittivity: 2.8
pore permittivity: 1.0
target permittivity: 2.0
target ratio (k-km)/(k+2km): -0.105263
pore ratio (1-km)/(1+2km): -0.272727
required pore fraction: 0.385965
required porosity: 38.6 percent
single-pore field factor s: 1.2727
mean E / matrix E at answer: 1.1053
mean D / (eps0 matrix E) at answer: 2.2105
k by back-substitution: 2.0000
Porosity for the same target by other rules:
  layers parallel to field: 44.4 percent
  Bruggeman: 37.0 percent
  layers in series: 22.2 percent
Bruggeman k at the MG porosity: 1.969
Cubic array on grid (MG = Maxwell Garnett):
  porosity 10.0 percent, 32 cells per octant side:
    k grid 2.575, k MG 2.577
    pore field/mean field: grid 1.242, MG 1.239
  porosity 20.0 percent, 32 cells per octant side:
    k grid 2.363, k MG 2.366
    pore field/mean field: grid 1.210, MG 1.207
  porosity 38.6 percent, 24 cells per octant side:
    k grid 1.992, k MG 2.000
    pore field/mean field: grid 1.159, MG 1.152
  porosity 38.6 percent, 48 cells per octant side:
    k grid 1.994, k MG 2.000
    pore field/mean field: grid 1.158, MG 1.152
MG k for porosity one percentage point off:
  one point lower: 2.019
  one point higher: 1.981
done: every assertion held
```
